# Coherent proton transfer time from the tunnelling splitting of malonaldehyde

## Problem

Malonaldehyde in its enol form is the parent of the beta-dicarbonyl ligands. Its proton is bound to one oxygen atom and hydrogen-bonded to the other, and exchanging these roles gives an equivalent structure. Call the two structures left, $|L\rangle$, and right, $|R\rangle$. Each label denotes a whole tautomer, since the single and double bonds of the framework interchange when the proton moves.

Tunnelling splits the vibrational ground state into two levels separated by $\tilde\nu=21.6\ \mathrm{cm^{-1}}$. Treat the molecule as isolated, leave out its rotation, and keep these two levels alone.

1. The molecule is prepared in $|L\rangle$ at $t=0$. Find the probability $P_R(t)$ of the right structure and the time of the first complete transfer.
2. What happens if the molecule starts instead in an energy eigenstate or in thermal equilibrium?
3. Examine the two-level reduction with a proton in a one-dimensional double well that has the same splitting.
4. Find how an energy bias between the structures, and a loss of coherence, change the transfer.
5. Estimate the effects of collisions and warm vibrations in a precursor vapour at roughly 400 K and 1 Torr.

## Solution

### 1. From splitting to time

Take $|L\rangle$ and $|R\rangle$ orthonormal. Their mean energies are equal by symmetry, and this common energy can be set to zero. With a real coupling,

$$H=-\frac{\Delta}{2}\left(|L\rangle\langle R|+|R\rangle\langle L|\right),\qquad \Delta>0 .$$

Define $|\pm\rangle=(|L\rangle\pm|R\rangle)/\sqrt2$. Since $H|L\rangle=-(\Delta/2)|R\rangle$ and $H|R\rangle=-(\Delta/2)|L\rangle$,

$$H|\pm\rangle=\mp\frac{\Delta}{2}|\pm\rangle .$$

The levels lie at $-\Delta/2$ and $+\Delta/2$. The observed splitting is therefore the full gap, $\Delta=hc\tilde\nu$, while the coupling has magnitude $\Delta/2$, or $10.8\ \mathrm{cm^{-1}}$.

The initial state is $|L\rangle=(|+\rangle+|-\rangle)/\sqrt2$. Each part acquires its own phase:

$$|\psi(t)\rangle=\frac{1}{\sqrt2}\left(e^{i\Delta t/2\hbar}|+\rangle+e^{-i\Delta t/2\hbar}|-\rangle\right).$$

Because $\langle R|\pm\rangle=\pm1/\sqrt2$,

$$\langle R|\psi(t)\rangle=\frac12\left(e^{i\Delta t/2\hbar}-e^{-i\Delta t/2\hbar}\right)=i\sin\frac{\Delta t}{2\hbar},$$

$$P_R(t)=\sin^2\frac{\Delta t}{2\hbar}.$$

The first maximum requires $\Delta t/2\hbar=\pi/2$. Hence

$$t_{LR}=\frac{\pi\hbar}{\Delta}=\frac{h}{2\Delta}=\frac{h}{2hc\tilde\nu}=\frac{1}{2c\tilde\nu}.$$

With $c=2.998\times10^{10}\ \mathrm{cm/s}$,

$$t_{LR}=\frac{1}{2(2.998\times10^{10})(21.6)}\ \mathrm{s}=0.772\ \mathrm{ps},$$

which is $3.19\times10^4$ atomic units of time. The molecule returns to $|L\rangle$ after $2t_{LR}=1.544$ ps. Using the full gap as the coupling would halve the transfer time to 0.386 ps.

Since $t_{LR}\propto1/\tilde\nu$, a small relative change in the splitting produces an equal and opposite relative change in the time. Splittings of 21.55 and 21.65 $\mathrm{cm^{-1}}$ give 0.774 and 0.770 ps, so rounding of the input leaves 0.77 ps unchanged.

At early times $P_R\approx(\Omega t/2)^2$, where $\Omega=\Delta/\hbar=4.069\ \mathrm{rad/ps}$. At 0.2 ps this approximation gives 0.166, while the full expression gives 0.157. The quadratic start differs from the linear start of a process with a constant rate. The time $t_{LR}$ is half an oscillation period; it is neither an inverse thermal rate nor the time spent under a barrier.

### 2. Why the initial state matters

An energy eigenstate acquires an overall phase alone, so its right probability stays at $|\langle R|\pm\rangle|^2=1/2$. The splitting does not imply that a molecule in its lowest level periodically changes structure.

In thermal equilibrium, $\rho=e^{-H/k_BT}/Z$, with $Z$ the normalising trace. This commutes with $H$ and is stationary. Both eigenstates contribute a right probability of 1/2, so the mixture does too, at any temperature. At 400 K, $k_BT/hc=278.0\ \mathrm{cm^{-1}}$, and the upper level has population

$$\frac{1}{1+e^{21.6/278.0}}=0.481 .$$

The oscillation needs a definite phase between the two levels. To see it from its start, the last step of the preparation must be short compared with 0.77 ps. For example, an energy bias much larger than $\Delta$ can hold the molecule on the left for a long time, but during its removal it must pass quickly through the range where it is comparable with $\Delta$; otherwise the state changes on the way. The time spent at much larger bias matters little: a linear ramp from $1000\ \mathrm{cm^{-1}}$ to zero lasting 0.77 ps still allows a transfer of 0.99.

### 3. A proton in a double well

Consider a particle of proton mass in

$$V(x)=V_b\left[\left(\frac{x}{a}\right)^2-1\right]^2,$$

with minima $2a=0.070$ nm apart. Requiring a lowest splitting of $21.6\ \mathrm{cm^{-1}}$ fixes $V_b=3351\ \mathrm{cm^{-1}}$.

Let $\psi_0$ be the even lowest state and $\psi_1$ the odd second state, both real, with signs chosen so that $(\psi_0+\psi_1)/\sqrt2$ lies mainly at $x<0$. Apart from an overall phase, it evolves into $(\psi_0+e^{-i\Omega t}\psi_1)/\sqrt2$, whose density is

$$|\psi|^2=\frac12(\psi_0^2+\psi_1^2)+\psi_0\psi_1\cos\Omega t .$$

By symmetry, $\psi_0^2$ and $\psi_1^2$ each integrate to 1/2 over $x>0$. Write $S=\int_0^\infty\psi_0\psi_1\,dx$, so the probability on the right is $1/2+S\cos\Omega t$. If its initial value is the small tail $p_0$, then $S=p_0-1/2$ and

$$P(x>0,t)=\frac12-\left(\frac12-p_0\right)\cos\Omega t
=p_0+(1-2p_0)\sin^2\frac{\Omega t}{2}.$$

The last step uses $\cos\Omega t=1-2\sin^2(\Omega t/2)$. Here $p_0=0.0014$, so the position of the proton follows the two-level result closely. Direct propagation of this state under the kinetic and potential energies gives a transfer time of 0.7721 ps, taken midway between the two passages through $P=1/2$. Since the barrier was fitted to the splitting, this agreement tests the conversion to a time, not a prediction of the splitting.

The third level lies $1911\ \mathrm{cm^{-1}}$ above the lowest, about 88 times the tunnelling gap. Higher levels still enter if the preparation is less selective. A Gaussian packet matched to the bottom of the left well has 95.7% of its weight in the lowest pair. Its right probability stays above 0.96 within 0.02 ps of the transfer time, but does not reach 1. Interference with higher levels adds rapid oscillations. Only levels of opposite parity interfere in this probability, because the product of two different levels of equal parity integrates to zero over $x>0$. The largest added term comes from the third and fourth levels, $498\ \mathrm{cm^{-1}}$ apart, and has a period of about 0.067 ps. The second and third levels, $1889\ \mathrm{cm^{-1}}$ apart, add a weaker term with a period of about 0.018 ps.

### 4. Bias and loss of coherence

Let the left structure lie higher than the right by $\varepsilon$. In the basis $(L,R)$,

$$H=\frac12\begin{pmatrix}\varepsilon&-\Delta\\-\Delta&-\varepsilon\end{pmatrix},\qquad
H^2=\frac{W^2}{4}I,\qquad W=\sqrt{\Delta^2+\varepsilon^2}.$$

Because $H^2$ is proportional to the identity, the even and odd terms of the exponential series sum to

$$e^{-iHt/\hbar}=I\cos\frac{Wt}{2\hbar}-\frac{2i}{W}H\sin\frac{Wt}{2\hbar}.$$

Using $\langle R|H|L\rangle=-\Delta/2$,

$$P_R(t)=\frac{\Delta^2}{\Delta^2+\varepsilon^2}\sin^2\frac{Wt}{2\hbar}.$$

The first maximum occurs at $h/(2W)$. For $\varepsilon/hc=10\ \mathrm{cm^{-1}}$ its height is $466.56/566.56=0.823$, and it occurs at 0.701 ps. The oscillation is faster but incomplete. With $\Delta$ held fixed, a bias of $100\ \mathrm{cm^{-1}}$ limits the transfer to $466.56/10466.56=0.045$.

Now return to $\varepsilon=0$ and let the surroundings damp the coherence $\rho_{LR}$ at rate $\gamma$, without directly changing the populations. Put $z=\rho_{LL}-\rho_{RR}$ and $y=2\,\mathrm{Im}\,\rho_{LR}$. The equation $\dot\rho=-(i/\hbar)[H,\rho]$, with the damping added, gives

$$\dot z=\Omega y,\qquad \dot y=-\Omega z-\gamma y .$$

Differentiating the first equation and eliminating $y$ yields $\ddot z+\gamma\dot z+\Omega^2z=0$. The initial conditions are $z(0)=1$ and $\dot z(0)=0$. For $\gamma<2\Omega$, with $\Omega'=\sqrt{\Omega^2-\gamma^2/4}$,

$$z=e^{-\gamma t/2}\left(\cos\Omega't+\frac{\gamma}{2\Omega'}\sin\Omega't\right),\qquad
\dot z=-\frac{\Omega^2}{\Omega'}e^{-\gamma t/2}\sin\Omega't .$$

The first minimum of $z$ is at $t=\pi/\Omega'$. As $P_R=(1-z)/2$,

$$P_{R,\max}=\frac12\left(1+e^{-\pi\gamma/2\Omega'}\right).$$

A coherence time $1/\gamma=1$ ps, chosen as a round value for a condensed phase, gives a maximum of 0.839 at 0.778 ps.

For $\gamma>2\Omega$, corresponding here to a coherence time below about 0.12 ps, the sine in $\dot z$ becomes a hyperbolic sine. Then $z$ falls steadily towards zero and $P_R$ approaches 1/2 without passing it. When $\gamma\gg2\Omega$, the slower decay rate is

$$\frac{\gamma}{2}-\sqrt{\frac{\gamma^2}{4}-\Omega^2}\approx\frac{\Omega^2}{\gamma}.$$

A rate description is appropriate in this limit, and $t_{LR}$ no longer describes the transfer.

### 5. A warm precursor vapour

For molecules of mass $m$, the reduced mass of a colliding pair is $m/2$, so their mean relative speed is

$$\bar v=\sqrt{\frac{8k_BT}{\pi(m/2)}}=\sqrt{\frac{16k_BT}{\pi m}}=485\ \mathrm{m/s}$$

at 400 K. The collision rate is $(p/k_BT)\sigma\bar v$. At 1 Torr, a rough cross-section $\sigma=1\ \mathrm{nm^2}$ gives a mean time between collisions of 85 ns. Suppose every collision destroys the coherence. For $\gamma\ll\Omega$, expansion of the exponential gives a loss at the first maximum of

$$1-P_{R,\max}\approx\frac{\pi\gamma}{4\Omega}=2.3\times10^{-6}.$$

Gas collisions are negligible during one transfer under these conditions.

Vibrational excitation can matter much more, if it changes the tunnelling splitting. Take a soft mode at a round $300\ \mathrm{cm^{-1}}$, a plausible scale for deformation of the hydrogen-bonded ring. Its Boltzmann factor is $q=e^{-300/278.0}=0.340$, and its $n$th level has population $(1-q)q^n$. For illustration, assume that this level has tunnelling splitting $(n+1)\Delta$ and that each molecule starts on the left. At $t_{LR}$, molecules with even $n$ are on the right and those with odd $n$ are back on the left:

$$\overline{P_R}=(1-q)\sum_{n=0}^{\infty}q^n\sin^2\frac{(n+1)\pi}{2}
=(1-q)\sum_{k=0}^{\infty}q^{2k}=\frac{1-q}{1-q^2}=\frac{1}{1+q}=0.746 .$$

Each molecule remains coherent, but the sample no longer transfers in step. If the mode left the splitting unchanged, the average would be 1. The value 0.746 belongs to this assumed single mode. The real molecule has several soft modes, and exciting them can raise or lower the splitting. Rotation, left out here, also matters: at 400 K rotational levels with $J$ of several tens are populated, and since the two tunnelling levels have slightly different rotational constants, the splitting varies with the rotational state. A prediction for the real vapour therefore needs the splittings of its excited vibrational and rotational levels.

The double well is not a model of the full molecule. Its fitted barrier of $3351\ \mathrm{cm^{-1}}$ is more than twice the molecular barrier, which is roughly $1400\ \mathrm{cm^{-1}}$. With the same distance between minima, a barrier of $1400\ \mathrm{cm^{-1}}$ would give a splitting of about $99\ \mathrm{cm^{-1}}$, so the fitted value is only an effective parameter of one-dimensional motion. The well also leaves out the other vibrations of the molecule. Soft ones, like the mode assumed in section 5, lie far below the model's third level, so its $1911\ \mathrm{cm^{-1}}$ gap does not measure how isolated the real tunnelling pair is. In a ligand with unequal substituents the assumed symmetry is broken, and the bias formula shows how strongly this can suppress transfer. Once the enol has lost its proton and the ligand chelates a metal, this proton transfer is absent. The value 0.77 ps belongs to the isolated, symmetric parent enol prepared in a localised superposition of its ground-state pair. The numerical output gives the main values to more digits.

## Calculated quantities

```
Given full splitting: 21.6 cm^-1
Splitting frequency Delta/h: 0.6476 THz
Angular frequency Omega: 4.0687 rad/ps
Coupling magnitude Delta/2: 10.8 cm^-1
Left-to-right transfer time: 0.7721 ps
Same time in atomic units: 31921 a.u.
Full return period: 1.5443 ps
Time if gap is mistaken for coupling: 0.3861 ps
Time for splitting 21.55 cm^-1: 0.7739 ps
Time for splitting 21.65 cm^-1: 0.7704 ps
Right probability at 0.2 ps: 0.1566
Double-well model
Distance between minima: 0.070 nm
Fitted effective barrier: 3351 cm^-1
Lowest level above well bottom: 1263 cm^-1
Third level above lowest: 1911 cm^-1
Splitting of second pair: 498 cm^-1
Tail of left state beyond midpoint: 0.0014
Wave-packet transfer time: 0.7721 ps
Gaussian weight in lowest pair: 0.9570
Gaussian right probability within 0.02 ps of transfer time: 0.967 to 0.996
Neglected effects
Temperature: 400 K; kT/(hc): 278.0 cm^-1
Thermal population of upper tunnelling level: 0.4806
Bias: 10.0 cm^-1; maximum transfer: 0.8235
Time of maximum with bias: 0.7007 ps
Chosen coherence time: 1.0 ps
Maximum transfer with this dephasing: 0.8389
Time of maximum with this dephasing: 0.7780 ps
Gas pressure: 1.0 Torr
Collision cross-section: 1.0 nm^2
Mean relative speed: 485 m/s
Mean time between collisions: 85.4 ns
Transfer lost to gas collisions: 2.26e-06
Soft-mode wavenumber: 300 cm^-1
Soft-mode Boltzmann factor q: 0.3399
Fraction with soft mode excited: 0.3399
Mean transfer with warm soft mode: 0.7463
```
